**Active fraction of a square die with a fixed border**

The program tests \(f=(1-2w/L)^2\), where \(L\) is the die side, \(w\) the border width and \(f\) the active fraction. It asserts that this formula, the corner overlap, the rounded-corner loss and the wafer fraction agree with counts of small cells classified by position. It integrates Poisson's equation to test the depletion and peak-field formulas for flat and cylindrical junctions. A finite-difference solution of the current flow tests the spreading length at a contact edge, for isotropic and anisotropic conductivity. A strip of finite width is also solved, and its conductance is asserted to lie between the values for confined and full-width flow. For \(w=100\) µm the output shows active fractions of 87.1 percent at 3 mm and 64.0 percent at 1 mm. It also lists the estimated effects of corners, saw street, current spreading and temperature, using rough typical values for a 1200 V 4H-SiC diode, and the share of the active area that a gate pad would take in a transistor.

## Check in Python

```python
"""
Result under test: a square die of side L with a termination border of
uniform width w keeps the active fraction f = (1 - 2 w / L)**2.
For w = 100 um this is about 0.87 at L = 3 mm and 0.64 at L = 1 mm.

Symbols: a = L - 2 w is the active side; W is the depletion width;
d is the drift-layer thickness; delta is the extra contact length that
current spreading adds at each edge. Lengths are in um unless labelled.
Material values are rough typical ones for a 1200 V 4H-SiC diode.
The tests count cells, integrate Poisson's equation, and solve the
current flow by finite differences.
"""
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import spsolve

border = 100.0
sides = (3000.0, 1000.0)
wider_border = 110.0
corner_radius = 100.0
street = 80.0
pad_side = 250.0

voltage = 1200.0              # V
relative_permittivity = 10.0
doping_cm3 = 1.0e16
drift_thickness = 12.0
mobility_cm2 = 900.0          # cm2/Vs
critical_field = 2.5          # MV/cm
junction_radius = 1.0
substrate_thickness = 100.0
substrate_resistivity = 0.02  # ohm cm
lateral_to_vertical = 0.83    # conductivity ratio
hot_temperature = 423.15      # K
mobility_exponent = 2.4


def active_fraction(side, width):
    return (1 - 2 * width / side) ** 2


def edge_distance(side, cells):
    x = (np.arange(cells) + 0.5) * side / cells
    return np.minimum(x, side - x)


def counted_fraction(side, width, cells):
    q = edge_distance(side, cells)
    nearest = np.minimum(q[:, None], q[None, :])
    return np.mean(nearest > width)


# Geometry: cell counts against the closed formulas.
for side in sides:
    cells = int(side / 2)
    for width in (border, wider_border):
        counted = counted_fraction(side, width, cells)
        assert abs(counted - active_fraction(side, width)) < 1e-10
    near = edge_distance(side, cells) < border
    overlap = np.mean(near[:, None] & near[None, :])
    counted = counted_fraction(side, border, cells)
    assert abs(counted - (1 - 4 * border / side + overlap)) < 1e-10
    assert abs(overlap - 4 * (border / side) ** 2) < 1e-10
# A border that does not fall on cell edges; error is below 4/cells.
assert abs(counted_fraction(1730.0, 137.3, 2000)
           - active_fraction(1730.0, 137.3)) < 4 / 2000


def side_for_fraction(fraction):
    return 2 * border / (1 - np.sqrt(fraction))


for target in (0.8, 0.9):
    counted = counted_fraction(side_for_fraction(target), border, 2000)
    assert abs(counted - target) < 4 / 2000


def rounded_fraction(side):
    active_side = side - 2 * border
    lost = (4 - np.pi) * corner_radius ** 2
    return (active_side ** 2 - lost) / side ** 2


def wafer_fraction(side):
    return (side - 2 * border) ** 2 / (side + street) ** 2


for side in sides:
    cells = int(side / 2)
    x = (np.arange(cells) + 0.5) * side / cells - side / 2
    core = side / 2 - border - corner_radius
    outside = np.maximum(np.abs(x) - core, 0)
    inside = np.hypot(outside[:, None], outside[None, :]) <= corner_radius
    assert abs(np.mean(inside) - rounded_fraction(side)) < 2e-4
    pitch = side + street
    place = (np.arange(int(3 * pitch / 4)) + 0.5) * 4 % pitch
    q = np.minimum(place, side - place)
    on_wafer = np.mean(np.minimum(q[:, None], q[None, :]) > border)
    assert abs(on_wafer - wafer_fraction(side)) < 1e-10

# Junction fields; the charge constant is in V/um^2.
charge = e * doping_cm3 * 1e6 / (relative_permittivity * epsilon_0) * 1e-12
depletion = np.sqrt(2 * voltage / charge)
flat_field = 2 * voltage / depletion


def cylinder_voltage(outer):
    r = junction_radius
    return charge / 2 * (outer ** 2 * np.log(outer / r)
                         - (outer ** 2 - r ** 2) / 2)


outer_radius = brentq(lambda x: cylinder_voltage(x) - voltage, 1.1, 50)
edge_field = (charge / 2 * (outer_radius ** 2 - junction_radius ** 2)
              / junction_radius)

flat = solve_ivp(lambda x, y: [-charge, -y[0]], (depletion, 0), [0, 0],
                 rtol=1e-9, atol=1e-9)
assert abs(flat.y[0, -1] / flat_field - 1) < 1e-6
assert abs(flat.y[1, -1] / voltage - 1) < 1e-6
# First component is radius times field magnitude.
curved = solve_ivp(lambda r, y: [-charge * r, -y[0] / r],
                   (outer_radius, junction_radius), [0, 0],
                   rtol=1e-9, atol=1e-9)
assert abs(curved.y[0, -1] / junction_radius / edge_field - 1) < 1e-6
assert abs(curved.y[1, -1] / voltage - 1) < 1e-6
assert depletion < drift_thickness
assert flat_field / 100 < critical_field < edge_field / 100


def slab_conductance(contact, free, n, ratio):
    """Conductance of a unit-thick slab with unit vertical conductivity.
    The floor is at 0, the top contact at 1, other faces insulate."""
    h = 1 / n
    contact_cells = round(contact * n)
    nx = contact_cells + round(free * n) + 1
    ny = n + 1
    node = np.arange(nx * ny).reshape(nx, ny)
    wx = np.full(nx, h)
    wy = np.full(ny, h)
    wx[[0, -1]] /= 2
    wy[[0, -1]] /= 2
    start = np.concatenate([node[:, :-1].ravel(), node[:-1].ravel()])
    end = np.concatenate([node[:, 1:].ravel(), node[1:].ravel()])
    link = np.concatenate([np.repeat(wx / h, ny - 1),
                           ratio * np.tile(wy / h, nx - 1)])
    m = len(link)
    row = np.arange(m)
    difference = csr_matrix(
        (np.concatenate([np.ones(m), -np.ones(m)]),
         (np.concatenate([row, row]), np.concatenate([end, start]))),
        shape=(m, nx * ny))
    matrix = (difference.T @ diags(link) @ difference).tocsr()
    potential = np.zeros(nx * ny)
    fixed = np.zeros(nx * ny, dtype=bool)
    top = node[:contact_cells + 1, -1]
    potential[top] = 1
    fixed[top] = True
    fixed[node[:, 0]] = True
    unknown = np.flatnonzero(~fixed)
    source = -(matrix @ potential)[unknown]
    potential[unknown] = spsolve(matrix[unknown][:, unknown].tocsc(), source)
    return np.sum(link * (difference @ potential) ** 2)


def extrapolated_conductance(contact, free, ratio):
    # The contact edge makes the leading grid error linear in spacing.
    coarse = slab_conductance(contact, free, 30, ratio)
    fine = slab_conductance(contact, free, 60, ratio)
    return 2 * fine - coarse


spread_unit = 2 * np.log(2) / np.pi
numerical_spread = extrapolated_conductance(3, 3, 1.0) - 3
assert abs(numerical_spread - spread_unit) < 0.004
for ratio in (lateral_to_vertical, 0.5):
    found = extrapolated_conductance(3, 3, ratio) - 3
    assert abs(found - spread_unit * np.sqrt(ratio)) < 0.004
delta = spread_unit * np.sqrt(lateral_to_vertical) * drift_thickness

# Half of a 1 mm wide strip: flow lies between confined and full width.
half_active = (sides[1] / 2 - border) / substrate_thickness
free_part = border / substrate_thickness
strip = extrapolated_conductance(half_active, free_part, 1.0)
assert half_active < strip < half_active + free_part

# Specific resistances in ohm cm2.
drift_specific = drift_thickness * 1e-4 / (e * mobility_cm2 * doping_cm3)
substrate_specific = substrate_resistivity * substrate_thickness * 1e-4
hot_factor = (hot_temperature / 300) ** mobility_exponent

print(f"border width: {border:.0f} um")
for side in sides:
    a = side - 2 * border
    f = active_fraction(side, border)
    saving = (substrate_specific * (1 - f)
              / (drift_specific + substrate_specific))
    print(f"--- die side: {side / 1000:.0f} mm")
    print(f"active side: {a / 1000:.1f} mm")
    print(f"active area: {a * a / 1e6:.2f} mm2")
    print(f"active fraction: {100 * f:.1f} %")
    print(f"linear estimate: {100 * (1 - 4 * border / side):.1f} %")
    print(f"fraction, {wider_border:.0f} um border: "
          f"{100 * active_fraction(side, wider_border):.1f} %")
    print(f"fraction, rounded corners: {100 * rounded_fraction(side):.1f} %")
    print(f"fraction of wafer with street: {100 * wafer_fraction(side):.1f} %")
    print(f"gate pad share of active area: {100 * pad_side**2 / a**2:.1f} %")
    print(f"drift resistance: {drift_specific / (a * a * 1e-8) * 1e3:.1f} mohm")
    print(f"drift spreading gain: {100 * 4 * delta / a:.1f} %")
    print(f"substrate spreading saving, at most: {100 * saving:.1f} %")
print("--- comparisons and inputs")
area_ratio = (9 * active_fraction(sides[1], border)
              / (9 * active_fraction(sides[0], border)))
print(f"active area, nine 1 mm / one 3 mm: {area_ratio:.3f}")
for target in (0.8, 0.9):
    print(f"side for {100 * target:.0f} % active: "
          f"{side_for_fraction(target) / 1000:.2f} mm")
print(f"corner radius: {corner_radius:.0f} um")
print(f"saw street: {street:.0f} um")
print(f"gate pad side: {pad_side:.0f} um")
print(f"blocking voltage: {voltage:.0f} V")
print(f"relative permittivity: {relative_permittivity:.0f}")
print(f"doping: {doping_cm3:.1e} cm^-3")
print(f"drift thickness: {drift_thickness:.0f} um")
print(f"mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"depletion width: {depletion:.1f} um")
print(f"border / depletion width: {border / depletion:.1f}")
print(f"flat junction peak field: {flat_field / 100:.2f} MV/cm")
print(f"rough critical field: {critical_field:.1f} MV/cm")
print(f"junction edge radius: {junction_radius:.0f} um")
print(f"edge depletion outer radius: {outer_radius:.2f} um")
print(f"formal bare-edge field: {edge_field / 100:.1f} MV/cm")
print(f"drift specific resistance: {drift_specific * 1e3:.2f} mohm cm2")
print(f"substrate: {substrate_thickness:.0f} um, "
      f"{substrate_resistivity:.2f} ohm cm")
print(f"substrate specific resistance: {substrate_specific*1e3:.2f} mohm cm2")
print(f"spreading length/d: formula {spread_unit:.4f}, "
      f"grid {numerical_spread:.4f}")
print(f"lateral/vertical conductivity: {lateral_to_vertical:.2f}")
print(f"spreading length per edge: {delta:.2f} um")
print(f"mobility law exponent: {mobility_exponent:.1f}")
print(f"drift resistance factor, 300 to {hot_temperature:.0f} K: "
      f"{hot_factor:.2f}")
print("all tests passed")
```

Output:

```
border width: 100 um
--- die side: 3 mm
active side: 2.8 mm
active area: 7.84 mm2
active fraction: 87.1 %
linear estimate: 86.7 %
fraction, 110 um border: 85.9 %
fraction, rounded corners: 87.0 %
fraction of wafer with street: 82.6 %
gate pad share of active area: 0.8 %
drift resistance: 10.6 mohm
drift spreading gain: 0.7 %
substrate spreading saving, at most: 2.5 %
--- die side: 1 mm
active side: 0.8 mm
active area: 0.64 mm2
active fraction: 64.0 %
linear estimate: 60.0 %
fraction, 110 um border: 60.8 %
fraction, rounded corners: 63.1 %
fraction of wafer with street: 54.9 %
gate pad share of active area: 9.8 %
drift resistance: 130.0 mohm
drift spreading gain: 2.4 %
substrate spreading saving, at most: 7.0 %
--- comparisons and inputs
active area, nine 1 mm / one 3 mm: 0.735
side for 80 % active: 1.89 mm
side for 90 % active: 3.90 mm
corner radius: 100 um
saw street: 80 um
gate pad side: 250 um
blocking voltage: 1200 V
relative permittivity: 10
doping: 1.0e+16 cm^-3
drift thickness: 12 um
mobility: 900 cm2/Vs
depletion width: 11.5 um
border / depletion width: 8.7
flat junction peak field: 2.08 MV/cm
rough critical field: 2.5 MV/cm
junction edge radius: 1 um
edge depletion outer radius: 8.86 um
formal bare-edge field: 7.0 MV/cm
drift specific resistance: 0.83 mohm cm2
substrate: 100 um, 0.02 ohm cm
substrate specific resistance: 0.20 mohm cm2
spreading length/d: formula 0.4413, grid 0.4412
lateral/vertical conductivity: 0.83
spreading length per edge: 4.82 um
mobility law exponent: 2.4
drift resistance factor, 300 to 423 K: 2.28
all tests passed
```
